\section*{Linear Jahn–Teller coupling in the cyclopentadienyl radical, part 1}

(Sections cited here and not found follow in the second part.)

\section{What symmetry permits}

The neutral cyclopentadienyl radical, C$_5$H$_5$, is taken as a regular planar ring with point group $D_{5h}$. Its five $\pi$ electrons leave a degenerate pair of orbitals with three electrons. The problem asks which small nuclear displacements split the resulting electronic states in proportion to the displacement, and whether that splitting is really present. These are separate questions: symmetry can forbid a coupling constant, but it cannot give the size of one that it permits.

The nuclei are held fixed while the electronic states are found. Spin--orbit coupling is neglected, except where its effect is discussed. The ring lies in the $xy$ plane with its centre at the origin. Carbon atom $j$ has the polar angle $\phi_j=2\pi j/5$, $j=0,\dots,4$, so atom 0 lies on the $x$ axis, and each hydrogen atom lies outward from its carbon atom. Every operation of $D_{5h}$ is written $R=(M,s)$, where $M$ is one of the ten rotations or reflections of the plane that preserve the pentagon and $s=\pm1$ multiplies $z$. This gives 20 operations.

\subsection*{(a) The degenerate electronic state}

Construct the degenerate $\pi$ orbitals that hold three electrons. Find how they, and the two electronic states obtained by placing one hole in them, transform under $R$.

\emph{Solution.} Let $|j\rangle$ be the $p_z$ orbital on carbon $j$, with different sites treated as orthonormal. Rotational symmetry fixes the combinations $\sum_j e^{ik\phi_j}|j\rangle$ with $k=0,\pm1,\pm2$. Neighbouring coefficients differ in phase by $2\pi k/5$, so with a negative hopping energy $\beta_0$ the orbital energy, measured from the site energy, is $2\beta_0\cos(2\pi k/5)$. The order from below is $k=0$, then $k=\pm1$, then $k=\pm2$. Two electrons fill $k=0$, which is $a_2''$, and three occupy the pair $k=\pm1$. Real orbitals for this pair are
\begin{equation}
a=\sqrt{\tfrac25}\sum_j\cos\phi_j\,|j\rangle,\qquad
b=\sqrt{\tfrac25}\sum_j\sin\phi_j\,|j\rangle .
\end{equation}
The factor follows from $\sum_j\cos^2\phi_j=\sum_j\sin^2\phi_j=5/2$.

The coefficients of $(a,b)$ are proportional to the coordinates $(x_j,y_j)$ of the atoms. The pair therefore transforms as the vector $(x,y)$, with an extra factor $s$ because each $p_z$ orbital is odd in $z$:
\begin{equation}
\hat R\,\psi_q=\sum_p\psi_p D_{pq}(R),\qquad D(R)=sM .
\end{equation}
This is the representation $E_1''$: the subscript 1 denotes a rotation of the pair by the same angle $\theta$ as the molecule, and the double prime a change of sign under $z\to-z$.

Let state $A$ have its hole in $a$ and state $B$ its hole in $b$. For spin projection $+\tfrac12$, both orbitals hold a spin-up electron, and the spin-down electron is in $b$ for $A$ and in $a$ for $B$. The filled spin-up pair contributes $\det D=s^2\det M=\det M$. The spin-down electron contributes $D$, in the order $(b,a)$. With the sign choice $A\sim b$, $B\sim-a$, the matrix for $(A,B)$ is
\begin{equation}
(\det M)\,J(sM)J^{T}=sM,\qquad
J=\begin{pmatrix}0&-1\\1&0\end{pmatrix}.
\end{equation}
The equality holds because $J$ is a rotation by $90^\circ$. It commutes with a rotation $M$, for which $\det M=1$; it reverses the sign of a reflection $M$, for which $\det M=-1$. Closed shells contribute equal spin-up and spin-down determinants of $\pm1$, whose product is 1. The hole states thus transform like $(a,b)$, and the electronic state is ${}^2E_1''$. The argument below needs this symmetry label and not the single-configuration form. It applies to the correlated ground state too, provided that this state keeps the label.

\subsection*{(b) The linear problem}

Let $Q_i$ be displacements from the regular geometry. Find the matrix that gives the first-order energies, and its transformation law. Why is it symmetric?

\emph{Solution.} Expand the electronic Hamiltonian, including the nuclear repulsion:
\begin{equation}
H(Q)=H_0+\sum_iQ_iV_i+O(Q^2),\qquad
V_i=\left.\frac{\partial H}{\partial Q_i}\right|_0 .
\end{equation}
States $A$ and $B$ have the same energy at $Q=0$. In first order one must therefore diagonalize the perturbation within the pair:
\begin{equation}
W_{pq}(Q)=\sum_iQ_i\langle p|V_i|q\rangle,\qquad p,q\in\{A,B\}.
\end{equation}
Mixing with other electronic states contributes two factors of $V_i$ divided by a nonzero energy gap, and so begins at order $Q^2$.

Without spin--orbit coupling and magnetic fields the Hamiltonian is real. With real spatial functions, $W$ is real, and a real Hermitian matrix is symmetric. It has three independent entries:
\begin{equation}
W=w_0\mathbf1+u\sigma_z+v\sigma_x=
\begin{pmatrix}w_0+u&v\\v&w_0-u\end{pmatrix}.
\end{equation}
Its eigenvalues follow from $(w_0+u-E)(w_0-u-E)=v^2$:
\begin{equation}
E_\pm=w_0\pm\sqrt{u^2+v^2}.
\end{equation}
The number $w_0$ shifts both states together. A splitting needs $u$ or $v$.

Applying $R$ to the electrons and to the displaced nuclei together changes no distance, so $\hat RH(Q)\hat R^{-1}=H(RQ)$. Since $D$ is real and orthogonal, $\hat R^{-1}|q\rangle=\sum_tD_{qt}|t\rangle$. Inserting this on both sides gives
\begin{equation}
W(RQ)=D(R)\,W(Q)\,D(R)^T .
\end{equation}
The permitted displacements are therefore governed by how symmetric $2\times2$ matrices transform, that is, by the symmetric square of $E_1''$. An antisymmetric matrix would be imaginary in a Hermitian Hamiltonian, and the reality condition removes it.

\subsection*{(c) The symmetric square}

Resolve the three numbers $w_0,u,v$ into irreducible representations of $D_{5h}$, once from their explicit transformation and once from characters.

\emph{Solution.} Insert $D=sM$. The two factors of $s$ multiply to 1, so $W\to MWM^T$, and all three numbers are even under $z\to-z$. The unit matrix is unchanged, which makes $w_0$ invariant. For a rotation by $\theta$,
\begin{equation}
M=\begin{pmatrix}\cos\theta&-\sin\theta\\\sin\theta&\cos\theta\end{pmatrix},
\end{equation}
multiplication gives
\begin{align}
M\sigma_zM^T&=\begin{pmatrix}
\cos^2\theta-\sin^2\theta&2\sin\theta\cos\theta\\
2\sin\theta\cos\theta&\sin^2\theta-\cos^2\theta\end{pmatrix}
=\cos2\theta\,\sigma_z+\sin2\theta\,\sigma_x,\\
M\sigma_xM^T&=-\sin2\theta\,\sigma_z+\cos2\theta\,\sigma_x .
\end{align}
Collecting the coefficients of $\sigma_z$ and $\sigma_x$,
\begin{equation}
u'=u\cos2\theta-v\sin2\theta,\qquad v'=u\sin2\theta+v\cos2\theta ,
\end{equation}
or, in one line,
\begin{equation}
u+iv\;\longrightarrow\;e^{2i\theta}(u+iv).\label{eq:phase}
\end{equation}
Under the reflection $y\to-y$, $u$ stays and $v$ changes sign. The pair $(u,v)$ turns by twice the molecular angle and is even under $z\to-z$: it is $E_2'$. Hence
\begin{equation}
[E_1''\otimes E_1'']_{\rm sym}=A_1'\oplus E_2' .
\end{equation}

For the character check, let $D(g)$ have eigenvalues $\lambda_1,\lambda_2$. On symmetric products the eigenvalues are $\lambda_1^2,\lambda_1\lambda_2,\lambda_2^2$, with the sum
\begin{equation}
\chi_{\rm sym}(g)=\tfrac12\left[(\lambda_1+\lambda_2)^2+\lambda_1^2+\lambda_2^2\right]
=\tfrac12\left[\chi(g)^2+\chi(g^2)\right].
\end{equation}
If $M$ is a rotation, $\chi(g)=2s\cos\theta$ and $\chi(g^2)=2\cos2\theta$, so
\begin{equation}
\chi_{\rm sym}=2\cos^2\theta+\cos2\theta=1+2\cos2\theta .
\end{equation}
If $M$ is a reflection, $\chi(g)=0$ and $g^2$ is the identity, so $\chi_{\rm sym}=\tfrac12(0+2)=1$. Subtracting the $A_1'$ character, which is 1 everywhere, leaves $2\cos2\theta$ for rotations and 0 for reflections, for either sign of $s$. This is the character of $E_2'$.

The antisymmetric product has the single eigenvalue $\lambda_1\lambda_2=\det M$, which is the character of $A_2'$. This is the part that the reality of $H$ removed in (b).

\subsection*{(d) The available vibrations}

How many vibrations of each symmetry does C$_5$H$_5$ possess?

\emph{Solution.} An atom contributes to the character of the 30 Cartesian displacements if the operation leaves it in place. Its contribution is then the trace of the $3\times3$ matrix of $R$. The identity gives 30. Rotations about $z$ by a nonzero angle, with or without $z\to-z$, move every atom and give 0. Each of the five twofold axes in the plane keeps one C and one H, with trace $-1$ each, giving $-2$. The reflection $\sigma_h$ keeps ten atoms with trace $1$, giving 10. Each of the five vertical mirrors keeps two atoms with trace 1, giving 2. The multiplicity of an irreducible representation $\Gamma$ is therefore
\begin{equation}
n_\Gamma=\tfrac1{20}\left[30\chi_\Gamma(E)-10\chi_\Gamma(C_2')
+10\chi_\Gamma(\sigma_h)+10\chi_\Gamma(\sigma_v)\right].
\end{equation}
For $E_2'$ the four characters are $2,0,2,0$, so $n=(60+20)/20=4$. For $A_1'$ all are 1, so $n=(30-10+10+10)/20=2$. The others follow in the same way:
\begin{center}
\begin{tabular}{lcc}
$\Gamma$ & $\chi(E),\chi(C_2'),\chi(\sigma_h),\chi(\sigma_v)$ & $n_\Gamma$\\
$A_2'$ & $1,-1,1,-1$ & 2\\
$E_1'$ & $2,0,2,0$ & 4\\
$A_1''$ & $1,1,-1,-1$ & 0\\
$A_2''$ & $1,-1,-1,1$ & 2\\
$E_1''$, $E_2''$ & $2,0,-2,0$ & 2 each
\end{tabular}
\end{center}
Translations form $E_1'\oplus A_2''$ and rotations $A_2'\oplus E_1''$. Removing one of each leaves
\begin{equation}
\Gamma_{\rm vib}=2A_1'+A_2'+3E_1'+4E_2'+A_2''+E_1''+2E_2'' ,
\end{equation}
with $2+1+6+8+1+2+4=24=3\cdot10-6$ vibrations. No $E_2'$ displacement is a translation or rotation, so all four pairs are vibrations.

\subsection*{(e) The selection rule and the form of the coupling}

Determine which displacements can enter $u$ and $v$ linearly, and how many constants remain.

\emph{Solution.} First take a displacement along $z$. Under $\sigma_h$ it becomes $-Q$, while $D=-\mathbf1$ leaves $W$ unchanged. Thus $W(-Q)=W(Q)$. A linear $W$ also obeys $W(-Q)=-W(Q)$, so it vanishes. This excludes all double-primed vibrations.

Planar displacements are sorted by the phase $e^{im\theta}$ that their complex combinations acquire under a rotation by $\theta=2\pi/5$: $m=0$ for $a_1',a_2'$, $m=\pm1$ for $e_1'$ and $m=\pm2$ for $e_2'$. By \eqref{eq:phase}, a term in $u+iv$ must have $m=2$ modulo 5. Among the values $0,\pm1,\pm2$ this selects $m=2$, an $e_2'$ displacement.

Let $Q_{kc}$ and $Q_{ks}$ be the partners of pair $k$, with $Q_{kc}$ even and $Q_{ks}$ odd under $y\to-y$, and define
\begin{equation}
z_k=Q_{kc}+iQ_{ks},\qquad z_k\to e^{2i\theta}z_k .
\end{equation}
For example, a radial pattern $\rho\cos(2\phi-\alpha)$ has $z=\rho e^{i\alpha}$. Rotating the pattern replaces $\phi$ by $\phi-\theta$, which adds $2\theta$ to $\alpha$. The conjugate $z_k^*$ has $m=-2$, which differs from 2 by 4 and is excluded. Hence $u+iv=\sum_kF_kz_k$. Reflection in $y\to-y$ conjugates both $u+iv$ and $z_k$, which requires $F_k=F_k^*$. Each constant is real, and
\begin{equation}
W=w_0\mathbf1+\sum_{k=1}^4F_k\left(Q_{kc}\sigma_z+Q_{ks}\sigma_x\right).
\label{eq:W}
\end{equation}
The shift $w_0$ must be invariant, so its linear part comes from the two $a_1'$ vibrations; $a_2'$ changes sign under the reflection. There are six permitted linear constants in all, four of which can split the state. The splitting is
\begin{equation}
E_+-E_-=2\left|\sum_kF_kz_k\right| .
\end{equation}
The two partners of one pair give equal splittings at equal amplitude, because one $F_k$ serves both.

Spin--orbit coupling changes the limit of small displacement. For a given spin projection it can add the imaginary antisymmetric term $\lambda\sigma_y$. Since the three Pauli matrices anticommute, the splitting becomes $2\sqrt{\lambda^2+|\sum_kF_kz_k|^2}$. It is linear in the displacement when the vibronic term is much larger than $|\lambda|$, while close to the regular geometry it is $2|\lambda|$ plus a term quadratic in the displacement.

Symmetry has now singled out $e_2'$, but \eqref{eq:W} would be equally consistent with all $F_k=0$. Showing a nonzero constant requires the electronic energies themselves.

\section{Whether the permitted coupling is present}

The regular radical has a ${}^2E_1''$ state with components $A$ and $B$, whose holes are in $a\propto\cos\phi_j$ and $b\propto\sin\phi_j$. Of all vibrations, the four $e_2'$ pairs can split it linearly. With $z_k=Q_{kc}+iQ_{ks}$, the splitting part of the energy matrix is $u\sigma_z+v\sigma_x$, where $u+iv=\sum_kF_kz_k$ and $F_k$ is real. Rotation by $\theta$ multiplies both $u+iv$ and $z_k$ by $e^{2i\theta}$. If all $Q_{ks}=0$, the states stay $A$ and $B$, and $F_k$ is half the slope of $E_A-E_B$.

Symmetry has shown that only the four $e_2'$ pairs of vibrations can split the state linearly, with one real constant $F_k$ for each pair. Whether any of these constants is nonzero remains to be found from the electronic energies.
